# Why the 2p Exciton Lies Below 2s in a Keldysh Monolayer

## Definitions and conventions

An electron and a hole in a monolayer have isotropic parabolic bands with reduced mass $\mu$. The surroundings have dielectric constant $\kappa$, and the layer has screening length $r_0$ in vacuum. With
$$k=\frac{e^2}{4\pi\varepsilon_0\kappa},\qquad \rho_0=\frac{r_0}{\kappa},$$
the Keldysh attraction is
$$V(q)=-\frac{2\pi k}{q(1+\rho_0 q)},\qquad V(r)=\int\!\frac{d^2q}{(2\pi)^2}\,e^{i\mathbf q\cdot\mathbf r}V(q).$$
Berry curvature and electron–hole exchange are left out of this Hamiltonian.

Lengths are measured in $a=\hbar^2/(\mu k)$ and energies in $k/a$, so $\rho_0$ below stands for $\rho_0/a$ unless a unit is given. A state $R(r)e^{im\phi}/\sqrt{2\pi}$, with $\int R^2\,r\,dr=1$, obeys
$$-\tfrac12\Big(R''+\frac{R'}{r}-\frac{m^2}{r^2}R\Big)+VR=ER. \tag{1}$$
The lowest two $m=0$ levels are 1s and 2s; the lowest $|m|=1$ level is 2p. The quantity that decides their order is the effective charge
$$Z(r)=r^2V'(r),$$
the attractive force relative to that of the Coulomb law $-1/r$, for which $Z=1$.

## What happens

For $\rho_0=0$ the 2s and 2p levels coincide. Try $R_{2p}\propto re^{-\beta r}$ in (1). The bracket becomes $(\beta^2r-3\beta)e^{-\beta r}$, so
$$-\tfrac12(\beta^2r-3\beta)-1=Er.$$
The constant terms give $\beta=2/3$ and the linear terms give $E=-\beta^2/2=-2/9$.

For 2s try $R\propto(1-br)e^{-\beta r}$. The terms in $1/r$ require $b+\beta=2$, the linear terms $E=-\beta^2/2$, and the constant terms $3\beta/2=1$. Hence $\beta=2/3$, $b=4/3$ and again $E=-2/9$. The 1s function is $e^{-2r}$, with $E=-2$.

For every $\rho_0>0$ the degeneracy is lifted, with $E_{2s}>E_{2p}$. A general loss of attraction is not the reason: replacing $-1/r$ by $-1/(2r)$ only rescales the hydrogenic problem and leaves the levels degenerate. What matters is that the attraction is weakened more at short range than at long range, so that $Z$ rises with $r$.

## Why: the effective charge rises with distance

Write the screening factor as $1/(1+\rho_0q)=\int_0^\infty e^{-s}e^{-s\rho_0q}\,ds$. The inverse transform of $2\pi e^{-qd}/q$ is $\int_0^\infty J_0(qr)e^{-qd}dq=1/\sqrt{r^2+d^2}$. With $d=\rho_0s$,
$$V(r)=-\int_0^\infty\frac{e^{-s}\,ds}{\sqrt{r^2+\rho_0^2s^2}}. \tag{2}$$
The interaction is that of a point charge with a charge spread along the layer normal. At large $r$ the spread is not noticed; at small $r$ it softens the attraction. Differentiation gives
$$Z(r)=\int_0^\infty\frac{e^{-s}r^3\,ds}{(r^2+\rho_0^2s^2)^{3/2}},\qquad
Z'(r)=\int_0^\infty\frac{3e^{-s}r^2\rho_0^2s^2\,ds}{(r^2+\rho_0^2s^2)^{5/2}}>0.$$
Thus $Z$ rises from 0 to 1. For $r\ll\rho_0$, the substitution $s=rt/\rho_0$ gives $Z\simeq(r/\rho_0)\int_0^\infty(1+t^2)^{-3/2}dt=r/\rho_0$, so the potential is logarithmic there.

### The 1s function steepens outwards

Let $g=-R_{1s}'/R_{1s}$, which is finite because the ground state has no node. Then $R_{1s}''=(g^2-g')R_{1s}$, and (1) becomes
$$g'=g^2-\frac gr+2(E_{1s}-V). \tag{3}$$
Differentiate once more, using $V'=Z/r^2$:
$$g''=\Big(2g-\frac1r\Big)g'+\frac{g-2Z}{r^2}.$$
Now define $F=rR_{1s}^2g'$. Since $(R_{1s}^2)'=-2gR_{1s}^2$, the terms in $g'$ cancel:
$$F'=\frac{R_{1s}^2}{r}(g-2Z). \tag{4}$$
$F$ vanishes at both ends. Near the origin the logarithmic potential gives $g\simeq-(r/\rho_0)\ln r$, so $rg'\to0$; at large $r$, $R_{1s}^2$ decays exponentially while $g$ tends to a constant.

Suppose $F<0$ somewhere, and take the largest interval around that point on which $F<0$. $F$ tends to zero at both its ends. Inside it $g$ falls and $Z$ rises, so $g-2Z$ falls, and $F'$ can change sign only from plus to minus. But $F$ must first go down from zero and later come back up, which needs the opposite change. Hence $g'\ge0$.

Nor can $g'$ vanish at an interior point. There $F$ would have a minimum, so $g-2Z=0$ by (4), while $(g-2Z)'=-2Z'<0$. $F$ would turn negative just beyond that point, which has been excluded. Therefore $g'>0$. In the Coulomb case $g=2$ everywhere and $g'=0$.

### From the 1s shape to the level order

Compare 2s with 2p by turning the 2s function into one that obeys a $|m|=1$ equation. Let $w=R_{2s}'+gR_{2s}$ and $D=E_{2s}-E_{1s}$. Equation (1) for $R_{2s}''$ and equation (3) for $g'$ give
$$w'=\Big(g-\frac1r\Big)w-2D\,R_{2s}. \tag{5}$$
Differentiate, put $R_{2s}'=w-gR_{2s}$, and remove $2DR_{2s}$ with (5):
$$w''=-\frac{w'}r+\Big(g'+\frac1{r^2}+g^2-\frac gr-2D\Big)w.$$
By (3), $g^2-g/r=g'-2(E_{1s}-V)$. The function $\chi=-w$ therefore satisfies
$$-\tfrac12\Big(\chi''+\frac{\chi'}r-\frac{\chi}{r^2}\Big)+(V+g')\chi=E_{2s}\chi. \tag{6}$$
This is the equation for $|m|=1$ with an added repulsion $g'$. Moreover, (5) gives $(rR_{1s}w)'=-2DrR_{1s}R_{2s}$, or
$$rR_{1s}\chi=2D\int_0^rR_{1s}R_{2s}\,r'dr'.$$
With $R_{2s}>0$ at the origin, the integral rises up to the single node of 2s and then falls to zero at infinity, because 1s and 2s are orthogonal. So $\chi>0$.

Multiply (6) by $rR_{2p}$ and the 2p equation by $r\chi$, subtract, and integrate. The derivative terms combine into a boundary term that vanishes, leaving
$$E_{2s}-E_{2p}=\frac{\int R_{2p}\,g'\,\chi\,r\,dr}{\int R_{2p}\,\chi\,r\,dr}>0. \tag{7}$$
Every factor is positive. This proves the order within the model for any $\rho_0>0$.

The variational principle also brackets the gap. Using $\chi$ as a trial function for 2p gives $E_{2s}-E_{2p}\ge\langle g'\rangle_\chi$. Since $\chi$ has no node, it is the ground state of (6), and using $R_{2p}$ as a trial function there gives $E_{2s}-E_{2p}\le\langle g'\rangle_{2p}$.

### Controls on the cause

Three altered potentials separate the shape of the attraction from its strength.

- Halving the Coulomb attraction at all distances leaves a gap of about $3\times10^{-14}\,k/a$, which is rounding error.
- Flattening the Coulomb potential to a constant inside $r<0.5a$, with no change outside, gives $+0.0594\,k/a$. Short-range weakening alone puts 2p below 2s.
- The Yukawa potential $-e^{-r/\lambda}/r$ has $Z=(1+r/\lambda)e^{-r/\lambda}$, which falls with $r$. For $\lambda=10a$ the gap is $-0.0020\,k/a$, and 2s lies below 2p.

Screening as such does not fix the order; the distance at which it acts does.

## How large

### Two limits

For weak screening, subtract the Coulomb potential:
$$V(q)+\frac{2\pi}q=\frac{2\pi\rho_0}{1+\rho_0q}\simeq2\pi\rho_0.$$
To leading order this is a contact repulsion $2\pi\rho_0\delta(\mathbf r)$. It acts on 2s, which has density at the origin, and not on 2p, which has none. For the Coulomb 2s function, with $x=4r/3$,
$$\int_0^\infty\!(1-\tfrac43r)^2e^{-4r/3}r\,dr=\frac9{16}\int_0^\infty\!(1-x)^2xe^{-x}dx=\frac{27}{16},$$
so $R_{2s}(0)^2=16/27$ and $|\psi_{2s}(0)|^2=16/(54\pi)$. In full units,
$$E_{2s}-E_{2p}\simeq\frac{16}{27}\,\frac{\rho_0}{a}\,\frac ka,\qquad \rho_0\ll a. \tag{8}$$
The numerical gap divided by this value is 0.970 at $\rho_0/a=10^{-3}$ and 0.996 at $10^{-4}$.

In the opposite limit the exciton lies inside the logarithmic region. The choice $r=\sqrt{a\rho_0}\,x$ turns the Hamiltonian into $(k/\rho_0)(-\tfrac12\nabla_x^2+\ln x)$ plus a constant. The gap is then a fixed number times $k/\rho_0=e^2/(4\pi\varepsilon_0r_0)$, independent of both $\mu$ and $\kappa$. This requires $\sqrt{a\rho_0}\ll\rho_0$. The number is about 0.275, and the limit is approached slowly: for $r_0=4.5$ nm it is 88 meV, while the example below with $\kappa=1$ and $\rho_0/a=17$ still has a gap of only 51 meV.

### A worked example with a radial solver

Take the round values $\mu=0.20\,m_0$, $r_0=4.5$ nm and $\kappa=4.5$. Then $\rho_0=4.5/4.5=1.0$ nm, $a=1.191$ nm, $\rho_0/a=0.84$ and $k/a=268.8$ meV.

The radial solver expands $R$ in 80 orthonormal functions $f_i$, each equal to $r^{|m|}(1-r/60a)$ times a polynomial, and diagonalizes
$$H_{ij}=\int\Big[\tfrac12\Big(f_i'f_j'+\frac{m^2}{r^2}f_if_j\Big)+Vf_if_j\Big]r\,dr.$$
It gives

| State | Energy (meV) | Mean radius (nm) |
|---|---:|---:|
| 1s | −161.4 | – |
| 2p | −48.3 | 4.4 |
| 2s | −37.4 | 6.4 |

The gap is $-37.39+48.35=10.96$ meV. A separate calculation with 20 Gaussians, using $V(q)$ and never $V(r)$, changes none of the three levels by more than $5\times10^{-6}$ meV. Equation (7), with $g$ obtained by integrating (3), also gives 10.96 meV, between the bounds 9.12 and 12.99 meV.

The weak-screening formula (8) would give $0.593\times0.84\times268.8\approx134$ meV, twelve times too much. It should not be used when $\rho_0$ is comparable with $a$.

The output also shows what "short range" means here. The probability of finding the pair within $\rho_0$ is 3.5% for 2s and 1.2% for 2p. Of the integral in (7), 7% comes from $r<\rho_0$; half of it is collected within 2.7 nm. The region very near the origin counts for little because $R_{2p}$, $\chi$ and the area element all vanish there. The effective charge is still incomplete further out: $Z=0.54$ at $\rho_0$, 0.74 at $2\rho_0$ and 0.92 at $5\rho_0$. The splitting arises over this whole rise, not in a contact region.

With $\mu$ and $r_0$ held fixed, the surroundings change the levels as follows.

| $\kappa$ | $\rho_0/a$ | $E_{2p}$ (meV) | $E_{2s}$ (meV) | Gap (meV) |
|---:|---:|---:|---:|---:|
| 1.0 | 17.0 | −275 | −224 | 51 |
| 2.5 | 2.7 | −110 | −85 | 25 |
| 4.5 | 0.84 | −48 | −37 | 11 |

### What the model neglects

**Finite thickness.** Place both charges in the middle of a film of thickness $d$ and dielectric constant $\varepsilon>\kappa$. Reflection at each face multiplies an image charge by $\beta=(\varepsilon-\kappa)/(\varepsilon+\kappa)$, so in model units
$$V(r)=-\frac\kappa\varepsilon\Big[\frac1r+2\sum_{n\ge1}\frac{\beta^n}{\sqrt{r^2+n^2d^2}}\Big].$$
This is again a positive sum of softened Coulomb terms, so $Z$ rises and the proof carries over. For $d=0.65$ nm, matching the long-wavelength screening to $r_0$ requires $\varepsilon=15.2$. The gap becomes 9.3 meV, 15% below the Keldysh value. This size depends on placing both charges exactly in the mid-plane. If each is instead spread across the film with density proportional to $\cos^2(\pi z/d)$, where $z$ is measured from the middle, the short-range attraction is softer and the gap is about 10.6 meV, only 3% below the Keldysh value.

**Band structure.** Massive-Dirac bands with gap $E_g$ and velocity $v$ have $\mu=E_g/(4v^2)$. Let $b=\hbar v/E_g$. To second order in $b$, the overlap of two band states at $\mathbf k$ and $\mathbf k'=\mathbf k+\mathbf q$ is $1-b^2q^2/2$ plus an imaginary part of size $b^2|\mathbf k'\times\mathbf k|$. Electron and hole each contribute one such factor. With $\Omega=2b^2=\hbar^2/(2\mu E_g)$, the product multiplies $V(q)$ by $1-\Omega q^2/2$ and adds an imaginary part of size $\Omega|\mathbf q\times\mathbf k|$. In real space these are a Darwin term $\tfrac12\Omega\nabla^2V$ and a Berry term that shifts the two 2p states by $\pm\Omega\langle V'/r\rangle$.

The pair energy $2\sqrt{E_g^2/4+\hbar^2v^2k^2}$ adds $-T^2/(2E_g)$ to the parabolic kinetic energy $T$. For $E_g=2$ eV, first-order perturbation theory gives these changes:

- Berry term: $\pm1.5$ meV for the two 2p states.
- Darwin term: $+1.6$ meV in the gap.
- Nonparabolicity: $-0.6$ meV in the gap.

At this order the 2s level lies 12.0 meV above the mean of the 2p pair and 10.5 meV above its upper member. Keeping the full Dirac dispersion and overlap factors lowers both numbers by about 0.1 meV, to 11.9 and 10.4 meV. Berry curvature splits 2p here but does not reverse the order.

**Fields and temperature.** An in-plane field $\mathcal E$ couples 2s to one 2p combination through a dipole length of magnitude 3.26 nm. The negative signs in the numerical output for this length and the related field come from the choice of phase of the wave functions. If these were the only two levels, mixing would be strong once $2e\mathcal E\times3.26$ nm equals the gap, at
$$\mathcal E=\frac{0.01096\ \mathrm V}{2\times3.26\ \mathrm{nm}}=0.0017\ \mathrm{V/nm}=0.017\ \mathrm{MV/cm}.$$
This only sets a scale, because 2s ionizes at similar fields. Along the field, a Coulomb tail $-k/r$ gives a barrier whose top lies at $-2\sqrt{k\,e\mathcal E}$. With $k=320$ meV nm, it reaches the zero-field 2s energy at $e\mathcal E=37.4^2/(4\times320)=1.09$ meV/nm, or $\mathcal E\approx0.011$ MV/cm. In any uniform field the level is strictly a resonance, and what changes near this field is its lifetime. For the example the ionization width of 2s is about 0.001 meV or less at 0.005 MV/cm, about 0.09 meV at 0.011 MV/cm and about 3 meV at 0.017 MV/cm, where the level is short-lived. Dividing the 2s binding energy by its mean radius would give 0.06 MV/cm, which is far too high because it ignores this lowering of the barrier. At 300 K the thermal energy is 25.9 meV, more than twice the gap, so excitons in thermal equilibrium would occupy 2s and 2p with comparable probability per state. This says nothing direct about line widths, which the model does not give.

## What to do about it

The example lies roughly in the regime of a semiconducting transition-metal dichalcogenide monolayer encapsulated in hexagonal boron nitride. All its parameters are rough typical values, and its 11 meV gap is a model result, not a measured one. Real layers break the assumption of zero thickness, which lowers the number by about 3% or 15% in the two film estimates above, depending on how the charges are distributed across the layer. They also break the assumption of parabolic bands without internal structure. In the Dirac estimate the Darwin term outweighs nonparabolicity, and the mean gap rises by about 9 to 10%. Boron nitride is also anisotropic and its response depends on frequency, so a single $\kappa$ is uncertain; the table shows how strongly the gap depends on it. Exchange, phonons and free carriers have not been sized. Free carriers deserve care because they screen at long distances, which acts against the Keldysh order. The Yukawa control shows the direction only, since it is a three-dimensional form. Static two-dimensional screening, which replaces $q(1+\rho_0q)$ by $q(1+\rho_0q)+q_s$, halves the gap of the example at $q_s=0.1/a$ and cuts it to a fifth at $q_s=0.2/a$ without reversing it. For $\rho_0/a=0.02$ the order does reverse, above $q_s\approx0.05/a$.

Four working rules follow for isotropic, undoped layers in which this model is a fair start.

1. Do not take the 2p energy from a 2s line. When the interband transition is allowed at the band edge, one-photon absorption is proportional to $|\psi(0)|^2$ and shows s states. The 2p level needs a probe that reaches p states, such as the 1s–2p transition in the infrared.
2. Before computing levels, inspect $Z(r)=r^2V'(r)$ for the chosen interaction. If it rises throughout, 2p lies below 2s. If it falls throughout and both states are bound, the inequalities reverse. If it does both, solve the radial equation.
3. Fit $r_0$ and $\kappa$ with the full Keldysh or film potential. Formula (8) is suited to $\rho_0\ll a$, and hydrogenic level spacings miss the splitting altogether.
4. For parameters near those of the example, keep stray in-plane fields well below 0.01 MV/cm if 2s is to stay long-lived and distinct from 2p. Check also that the measured line widths are small enough to resolve the gap; this model does not predict them. Lower-$\kappa$ surroundings widen the gap at fixed $\mu$ and $r_0$ over the range in the table.

## Numbers as computed

```
reduced mass: 0.20 m0
vacuum screening length r0: 4.50 nm; kappa: 4.50
rho0 = r0/kappa: 1.000 nm
exciton length a: 1.191 nm; rho0/a: 0.840
energy unit k/a: 268.8 meV
Z at r = 0.1 rho0: 0.091
Z at r = 0.5 rho0: 0.348
Z at r = 1.0 rho0: 0.539
Z at r = 2.0 rho0: 0.736
Z at r = 5.0 rho0: 0.916
E(1s): -161.45 meV
E(2p): -48.35 meV
E(2s): -37.39 meV
gap E(2s)-E(2p), solver: 10.956 meV
gap from exact identity: 10.956 meV
lower bound on gap: 9.12 meV
upper bound on gap: 12.99 meV
largest solver difference: 4.9e-06 meV
half of gap arises within: 2.69 nm
share of gap from r < rho0: 7.1 %
probability r < rho0, 2s: 3.54 %
probability r < rho0, 2p: 1.21 %
mean radius 2s: 6.43 nm
mean radius 2p: 4.36 nm
weak-limit ratio, rho0/a = 1e-3: 0.9698
weak-limit ratio, rho0/a = 1e-4: 0.9959
control gap, Coulomb halved: 3.4e-14 k/a (size)
control gap, flat core r < 0.5 a: 0.0594 k/a
control gap, Yukawa range 10 a: -0.0020 k/a
kappa 1.0: rho0/a 17.01, E(1s) -492.5, E(2p) -275.1, E(2s) -224.0, gap 51.0 meV
kappa 2.5: rho0/a 2.72, E(1s) -271.4, E(2p) -110.3, E(2s) -85.0, gap 25.3 meV
kappa 4.5: rho0/a 0.84, E(1s) -161.4, E(2p) -48.3, E(2s) -37.4, gap 11.0 meV
film: thickness 0.65 nm, epsilon 15.2
gap with finite thickness: 9.30 meV
band gap for Dirac estimates: 2.0 eV
Berry shift of 2p, plus or minus: 1.52 meV
Darwin change of gap: +1.63 meV
nonparabolic change of gap: -0.57 meV
2s minus mean 2p, corrected: 12.02 meV
2s minus upper 2p, corrected: 10.50 meV
2s-2p dipole length: -3.26 nm
field mixing 2s and 2p: -0.0168 MV/cm
rough 2s ionization field: 0.058 MV/cm
thermal energy at 300 K: 25.9 meV
```
